# Absolute band-edge deformation potentials are not separate bulk properties

**Definitions and conventions**

Energies are electron energies. Let \(\bar V\) be the electrostatic energy of an electron averaged over a crystal cell, and let \(\mathbf n\) be the unit normal of a junction between strained and unstrained parts of one crystal. The lateral periods are common to both parts. This allows a stretch along \(\mathbf n\) and also a shear that slides the planes normal to \(\mathbf n\) over one another; for a normal of low symmetry such a shear can produce a step of its own. Only the stretch is treated here, so the strain is

\[
\varepsilon_{ij}=\eta\,n_in_j,\qquad \mathrm{Tr}\,\varepsilon=\eta .
\]

The conduction edge \(E_c\) is a nondegenerate level at the zone centre, \(\Gamma\). For the deformation potential, the valence edge \(E_v\) means the average of the three upper valence levels, which removes their splitting by strain. For \(i=c,v\), define

\[
a_i^V=\frac{d(E_i-\bar V)}{d\eta},\qquad
D(\mathbf n)=\frac{d\,\Delta\bar V}{d\eta},\qquad
a_i(\mathbf n)=a_i^V+D(\mathbf n),
\]

where \(\Delta\bar V\) is \(\bar V\) in the strained part minus \(\bar V\) in the unstrained part. The absolute potential \(a_i(\mathbf n)\) describes the edge on one energy scale common to both sides.

The claim to be examined is that \(a_c\) and \(a_v\), like \(a_c-a_v\), can each be found from separate calculations of the uniformly strained and unstrained bulk. If so, each edge shift would be a scalar, linear in strain and determined by the uniformly strained bulk. In a cubic crystal such a scalar has the form \(K_{ij}\varepsilon_{ij}\), and cubic symmetry requires \(K_{ij}=K\delta_{ij}\). It would therefore equal \(K\eta\) for every \(\mathbf n\). One cubic crystal with a direction-dependent \(a_c(\mathbf n)\) refutes the claim.

**A counter-example: charges on bonds**

Take the diamond structure with lattice constant \(a\), primitive-cell volume \(\Omega=a^3/4\) and bond length \(d=\sqrt3a/4\). The four bonds leaving an atom of the first sublattice are

\[
\mathbf d_b=\frac{d}{\sqrt3}\mathbf s_b,\quad
\mathbf s_b=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1).
\]

Each bond carries \(-eQ\) at its middle and \(+eQ/2\) at each end. These are total charges, with electronic screening already included. Stretching a bond changes its charge to \(Q_b=Q(1+g\,\delta d_b/d)\), and the ends change with it, so each bond unit stays neutral. It also has no dipole. There are no free carriers.

To find \(\bar V\), average the charge over planes normal to \(\mathbf n\) and let \(x\) be the coordinate along \(\mathbf n\). The averaged potential obeys \(\phi''=-\rho/\varepsilon_0\). For a unit with neither charge nor dipole, \(\phi\) vanishes outside it, and two integrations by parts give

\[
\int\phi\,dx=\int\frac{x^2}{2}\phi''\,dx=-\frac1{2\varepsilon_0}\int x^2\rho\,dx .
\]

Measured from the bond middle, the two ends lie at \(\pm\mathbf n\cdot\mathbf d_b/2\). The second moment of one unit is thus

\[
2\,\frac{eQ_b}{2}\left(\frac{\mathbf n\cdot\mathbf d_b}{2}\right)^2=\frac{eQ_b(\mathbf n\cdot\mathbf d_b)^2}{4}.
\]

There is one unit of each bond type per volume \(\Omega\). Multiplying the mean potential by \(-e\) gives

\[
\bar V=\frac{e^2}{8\varepsilon_0\Omega}\sum_bQ_b(\mathbf n\cdot\mathbf d_b)^2. \tag{1}
\]

The zero is the potential outside the finite stack, and it is common to the strained and unstrained parts. Units at the junction are also neutral and free of dipoles, so they alter the potential only within about a bond length. The step between the two interiors therefore does not depend on how abruptly the strain sets in.

Now apply the strain. The sublattices may also shift relative to each other:

\[
\mathbf d_b'=\mathbf d_b+\eta[\mathbf n(\mathbf n\cdot\mathbf d_b)+\mathbf w],\quad
\mathbf w=-\frac{\zeta a}{2}(n_yn_z,n_zn_x,n_xn_y).
\]

To first order in \(\eta\),

\[
(\mathbf n\cdot\mathbf d_b')^2=(\mathbf n\cdot\mathbf d_b)^2+2\eta[(\mathbf n\cdot\mathbf d_b)^2+(\mathbf n\cdot\mathbf d_b)(\mathbf n\cdot\mathbf w)],
\]

while \(1/\Omega'=(1-\eta)/\Omega\). The term in \(\mathbf n\cdot\mathbf w\) drops out of the sum because \(\sum_b\mathbf d_b=0\). The remaining geometric factor is \(2-1=1\), and \(\sum_b(\mathbf n\cdot\mathbf d_b)^2=4d^2/3\). If \(\lambda_b=(\delta d_b/d)/\eta\) denotes the relative bond stretch per unit strain,

\[
D=\frac{e^2Q}{8\varepsilon_0\Omega}\left[\frac{4d^2}{3}+g\sum_b(\mathbf n\cdot\mathbf d_b)^2\lambda_b\right]. \tag{2}
\]

For the last sum, define

\[
p_b=s_{bx}n_yn_z+s_{by}n_zn_x+s_{bz}n_xn_y .
\]

Since \(s_{bx}s_{by}s_{bz}=1\), we have \(s_{bx}s_{by}=s_{bz}\) and its cyclic partners. Hence \((\mathbf n\cdot\mathbf s_b)^2=1+2p_b\). The stretch has an affine part and a part from the internal shift:

\[
\lambda_b=\frac{(\mathbf n\cdot\mathbf s_b)^2}{3}+\frac{\mathbf s_b\cdot\mathbf w}{\sqrt3\,d}
=\frac{1+2p_b}{3}-\frac{2\zeta p_b}{3}
=\frac{1+2(1-\zeta)p_b}{3}.
\]

The middle step uses \(a/(2\sqrt3d)=2/3\). From \(\sum_b s_{bi}=0\) and \(\sum_b s_{bi}s_{bj}=4\delta_{ij}\) follow \(\sum_bp_b=0\) and \(\sum_bp_b^2=4\xi\), with

\[
\xi=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .
\]

Therefore

\[
\sum_b(\mathbf n\cdot\mathbf d_b)^2\lambda_b
=\frac{d^2}{9}\sum_b(1+2p_b)[1+2(1-\zeta)p_b]
=\frac{4d^2}{9}[1+4(1-\zeta)\xi],
\]

and (2) becomes

\[
D(\mathbf n)=\frac{e^2Qd^2}{6\varepsilon_0\Omega}
\left\{1+\frac g3[1+4(1-\zeta)\xi]\right\}. \tag{3}
\]

All these strains have the same trace, but \(D\) varies with direction unless \(g=0\) or \(\zeta=1\). When \(g=0\), no charge is redistributed. When \(\zeta=1\), the internal shift makes all four bonds stretch equally, by \(\lambda_b=1/3\). Within this model the anisotropy comes from charge responding to unequal stretching.

Rigid, neutral, spherical atoms give another isotropic limit. The same integration yields \(\bar V=(e/6\varepsilon_0\Omega)\int\rho r^2d^3r\), with the integral over one cell's atoms taken about their own centres. This is independent of \(\mathbf n\) and proportional to \(1/\Omega\), so \(D=-\bar V\). A reference built from such atoms cannot show the directional effect.

**The band edges of the same crystal**

Use one s and three p orbitals per atom, with nearest-neighbour hoppings proportional to \(1/d^2\). At \(\Gamma\) the four bonds add without phases. The s–p terms cancel because \(\sum_b\mathbf d_b=0\). The s–s terms add to \(4V_{ss}\), and the p–p terms to \(4E_{xx}\), where \(E_{xx}=(V_{pp\sigma}+2V_{pp\pi})/3\). With \(V_{ss}<0\) and \(E_{xx}>0\), the edges are

\[
E_c=E_s+4|V_{ss}|,\qquad E_v=E_p-4E_{xx}.
\]

The mean relative bond stretch is \(\eta/3\), so the \(1/d^2\) law changes the hopping terms by \(-2\eta/3\). Let \(S\) be the change per unit strain of the electrostatic energy at a nucleus, relative to \(\bar V\). It shifts all orbitals together:

\[
a_c^V=-\tfrac23\,4|V_{ss}|+S,\qquad a_v^V=+\tfrac23\,4E_{xx}+S. \tag{4}
\]

The example takes a rough germanium lattice constant, \(a=0.566\) nm, and the model parameters \(Q=0.5\), \(g=-1.5\), \(\zeta=0.5\), \(E_s=-7.5\) eV and \(E_p=0\). The hopping strengths give \(E_c=-0.802\) eV and \(E_v=-1.624\) eV, a direct gap of 0.822 eV. Thus \(4|V_{ss}|=6.698\) eV and \(4E_{xx}=1.624\) eV. For the energy at a nucleus, every charge, at bond middles and ends alike, is spread as a Gaussian of standard deviation 0.10 nm. This equal spreading leaves (1) unchanged because each unit is neutral. The lattice sum then gives \(S=-0.384\) eV. Equation (4) gives

\[
a_c^V=-4.465-0.384=-4.849\ \text{eV},\quad
a_v^V=1.083-0.384=0.699\ \text{eV}.
\]

Diagonalising the bulk crystal under small strains along [001], [110] and [111] gave these same values, as did isotropic strain of equal trace. The difference is \(a_c-a_v=-5.55\) eV.

The prefactor in (3) is 1.998 eV. For [001], [110] and [111], \(\xi=0\), \(1/4\) and \(1/3\). For [110], for instance,

\[
D=1.998\,[1-0.5(1+2/4)]=0.500\ \text{eV}.
\]

| Normal | \(D\) (eV) | \(a_c\) (eV) | \(a_v\) (eV) |
|---|---:|---:|---:|
| [001] | 0.999 | −3.850 | 1.698 |
| [110] | 0.500 | −4.349 | 1.199 |
| [111] | 0.333 | −4.516 | 1.032 |

Each row has the same difference \(a_c-a_v\), yet \(a_c\) and \(a_v\) each change by 0.67 eV between [001] and [111]. This is the counter-example. Direct summation over charged planes in a finite stack reproduces each \(D\), and it also agrees with (3) for the lower-symmetry normal [210], at 0.679 eV. With the other parameters held fixed, the [001]–[111] spread is 1.33 eV for \(\zeta=0\) and zero for \(\zeta=1\).

**What a junction sees**

For an [001] layer with \(\eta=0.02\), the plane sum gives \(\Delta\bar V=19.45\) meV. The linear estimate is \(0.02\times0.999\) eV \(=19.98\) meV, so terms beyond linear strain contribute \(-0.5\) meV.

The highest valence level, a degenerate pair now split from the third level, lies at −1.546 eV in the strained bulk when \(\bar V\) is left unshifted. The conduction edge lies at −0.898 eV. Adding the step puts them at −1.527 and −0.879 eV. A periodic ring with one strained and one unstrained part, the strained part 86.6 nm thick, was diagonalised with this step in its site energies. Its highest valence and lowest conduction states lie at −1.527 and −0.878 eV, within 0.5 meV of the shifted bulk edges.

Both carriers are confined in the strained layer. Relative to the unstrained edges, the hole well is 97 meV deep and the electron well 77 meV. Omitting \(\Delta\bar V\) would give 77 and 96 meV instead. The ring's gap is 0.649 eV in either case, so a measurement of that gap alone cannot reveal the error.

A long longitudinal acoustic wave along [001], [110] or [111] also has strain \(\eta n_in_j\), with \(\mathbf n\) along its wave vector; in other directions its displacement is in general tilted away from \(\mathbf n\) and the strain includes shear. At equal strain amplitude and without free-carrier screening, the squared coupling to the conduction edge is larger along [111] than along [001] by \((4.516/3.850)^2=1.38\). A mobility averages over wave directions and also contains the elastic constants, so this ratio is not a mobility ratio.

**The correct general statement**

In a cubic insulator, within linear strain:

1. The bulk determines \(a_c-a_v\), and also \(a_c^V\) and \(a_v^V\) once \(\bar V\) is chosen as reference. All three are isotropic for the edges defined above.
2. Separate calculations of the uniformly strained, periodic bulk do not determine an absolute \(a_c\) or \(a_v\). The missing term \(D(\mathbf n)\), common to both, appears only when strain varies in space, as at a junction with no macroscopic field in either part. Without a piezoelectric response it is set by the charge that a long strain wave induces. In the diamond structure, where the atoms have no Born effective charge, this is a property of the material. In an ionic crystal it also depends on how the forces that hold the strain gradient are shared among the sublattices; for a sound wave they are shared in proportion to the masses.
3. If the crystal has no piezoelectric response, \(D(\mathbf n)=A+B\xi\), with constants \(A\) and \(B\) set by the material and, in an ionic crystal, by that sharing of forces.

*Proof of 1 and 2.* For a periodic charge density, Poisson's equation reads \(\varepsilon_0G^2\phi_{\mathbf G}=\rho_{\mathbf G}\) for each reciprocal-lattice vector \(\mathbf G\). At \(\mathbf G=0\), neutrality makes this \(0=0\), leaving the mean potential free. Separate bulk calculations at different strains may therefore contain an arbitrary energy \(c(\varepsilon)\), which replaces \(E_i\) by \(E_i+c\). Its strain derivative enters both absolute potentials and cancels from their difference. It also cancels from \(E_i-\bar V\), because \(\bar V\) moves by the same \(c\). What remains is a bulk scalar, and the argument \(K_{ij}=K\delta_{ij}\) makes it isotropic.

Deep inside either part of a junction, the Hamiltonian is the bulk one displaced by the local \(\bar V\). Its edges are therefore the bulk edges measured from \(\bar V\), plus that \(\bar V\). Differentiating their change across the junction gives \(a_i=a_i^V+D\).

*Proof of 3.* Let the atoms have the displacement \(u\mathbf n e^{iqx}\), with strain amplitude \(\eta=iqu\). Assume that the charge induced at zero macroscopic field can be expanded in powers of \(q\), as for a short-range response. Internal shifts are included in this response, for a fixed sharing of the forces among the atoms. The sharing matters when the atoms are charged. Take alternating cation and anion planes of spacing \(s\), joined by springs, as along [111] in rock salt. If the forces act on the cations alone, each anion plane sits midway between its neighbours, displaced by \(s^2u''/2\) from the smooth field \(u(x)\). The resulting step reverses sign when the forces act on the anions instead.

- At order \(q\), the charge would come from a polarisation produced by rigid translation. A translation of the whole neutral crystal produces none.
- At order \(q^2\), it comes from polarisation proportional to strain, the piezoelectric response, which is absent by assumption.
- At order \(q^3\), the amplitude is \(uq^3P_4(\mathbf n)\), where \(P_4\) is a quartic polynomial: three factors of \(\mathbf n\) come from the wave vector and one from the displacement.

The potential follows on division by \(\varepsilon_0\varepsilon_rq^2\), where the relative permittivity \(\varepsilon_r\) is isotropic in a cubic crystal. It is proportional to \(uqP_4\), hence to \(\eta P_4(\mathbf n)\), with no remaining dependence on \(q\). A slowly varying strain is a sum of such waves with one \(\mathbf n\), so \(\Delta\bar V=D(\mathbf n)\eta\).

Half-turns about the cube axes remove terms with odd powers of any component of \(\mathbf n\). The threefold rotations give equal coefficients to \(n_x^4,n_y^4,n_z^4\), and likewise to the three products in \(\xi\). Since \(n_x^4+n_y^4+n_z^4=1-2\xi\), the result is \(A+B\xi\). Equation (3) has this form.

**When no constant exists**

Let the bond charge sit off centre by \(p\mathbf d_b\), towards the second sublattice. Each unit then has dipole \(-eQ_bp\,\mathbf d_b\). In an open-circuit stack, the field along \(\mathbf n\) is \(-P/\varepsilon_0\), where \(P\) is the total polarisation along \(\mathbf n\). The electron energy therefore has slope

\[
\frac{d\bar V}{dx}=-\frac{eP}{\varepsilon_0}
=\frac{e^2p}{\varepsilon_0\Omega}\sum_bQ_b\,\mathbf n\cdot\mathbf d_b .
\]

Here \(Q_b,\mathbf d_b,\Omega\) are the strained values. For \(p=0.1\) and 1% strain along [111], the slope divided by \(e\) is −0.97 MV/cm. For [001] it is zero to numerical precision. Across 10 nm of the [111] layer, \(\bar V\) would change by 0.97 eV, more than the unstrained gap, so the assumption of no free carriers would itself fail. The field is also about ten times the breakdown field of germanium, roughly 0.1 MV/cm. Germanium itself has no piezoelectric response; the off-centre charge mimics the lower symmetry of a zinc-blende crystal. The energy difference grows with thickness. A constant \(a_i\) can be defined only after the field term has been separated and the plane from which that term is measured has been fixed. In this [111] example, moving the plane by 0.1 nm shifts the energy by about 10 meV, and so changes \(a_i\), which is counted per unit strain, by about 1 eV.

**The model beside germanium**

The lattice constant and direct gap are close to germanium's, but the direct-gap deformation potential of −5.5 eV is smaller in magnitude than the real value, roughly −9 eV. The charge parameters are prescribed, so the 0.67 eV anisotropy is not a prediction for germanium. The model puts the L valley 0.33 eV above the \(\Gamma\) edge, whereas in germanium it is the lowest, by somewhat over 0.1 eV. Electrons there need the L-valley potentials, including shear terms. Spin–orbit splitting, roughly 0.3 eV, raises the unstrained valence top by about 0.10 eV without moving the average of the valence levels.

The layer is made 87 nm thick to keep the confinement energies small. Its 2% strain is imposed: since the lateral periods are those of the unstrained crystal, the layer would return to \(\eta=0\) without a stress along the normal. At 300 K the thermal energy is 26 meV, larger than the 19.45 meV step. At \(10^{16}\) carriers per cm³, with relative permittivity 16, the Debye length is 48 nm. Band bending would then develop within the layer, and an offset should be read close to the junction. The numerical output below gives the remaining values.

## Table of computed values

```
lattice constant (rough, Ge-like) = 0.566 nm
bond length = 0.2451 nm; cell volume = 0.04533 nm^3
Q = 0.5 e; g = -1.5; zeta = 0.5; width = 0.1 nm
s level = -7.5 eV; p level = 0.0 eV
hopping factors ss,sp,pps,ppp = -1.32, 1.42, 2.22, -0.63
hopping unit hbar^2/(m d^2) = 1.2686 eV
prefactor e Q d^2/(6 eps0 Omega) = 1.9981 eV
unstrained valence edge = -1.6238 eV
unstrained conduction edge = -0.8019 eV
unstrained direct gap = 0.8219 eV
bulk a_c from mean potential = -4.8489 eV
bulk a_v from mean potential = 0.6990 eV
site-shift part of each = -0.3835 eV
gap potential a_c - a_v = -5.5479 eV
[001]: D, sheets = 0.9991 eV; formula = 0.9991 eV
[001]: absolute a_c = -3.8499 eV; a_v = 1.6981 eV
[110]: D, sheets = 0.4995 eV; formula = 0.4995 eV
[110]: absolute a_c = -4.3494 eV; a_v = 1.1985 eV
[111]: D, sheets = 0.3330 eV; formula = 0.3330 eV
[111]: absolute a_c = -4.5159 eV; a_v = 1.0320 eV
[210]: D, sheets = 0.6794 eV; formula = 0.6794 eV
a_c^2 ratio [111]/[001] = 1.376
D[001]-D[111] at zeta 0.0 = 1.3321 eV
D[001]-D[111] at zeta 0.5 = 0.6661 eV
D[001]-D[111] at zeta 1.0 = 0.0000 eV
step change, smooth vs abrupt, 1% = 1.8e-10 eV
off-centre fraction p = 0.1; strain = 1 %
energy slope/e in [111] layer = -0.9672 MV/cm
energy slope/e in [001] layer = 8.2e-11 MV/cm (magnitude)
[001] layer: strain = 2 %; thickness = 86.6 nm
mean-potential step = 19.45 meV
strained bulk valence edge, no step = -1.5464 eV
strained bulk conduction edge, no step = -0.8983 eV
valence edge: bulk+step = -1.5270 eV; ring = -1.5272 eV
conduction edge: bulk+step = -0.8789 eV; ring = -0.8784 eV
ring without step: valence = -1.5466 eV; conduction = -0.8979 eV
ring gap with step = 0.6487 eV; without = 0.6487 eV
confinement: hole = 0.17 meV; electron = 0.43 meV
step beyond linear strain = -0.535 meV
model L valley above Gamma edge = 0.3255 eV
spin-orbit splitting (rough input) = 0.3 eV; top rises by 0.10 eV
thermal energy at 300 K = 25.85 meV
Debye length = 47.8 nm (eps_r 16, 1e+16 cm^-3)
```
